D, Q and G conditions and the variational lower bound, part 2

We seek a lower bound on the ground-state energy of N electrons in r orthonormal active spin orbitals, with 2 ≤ N ≤ r−2, using conditions on the two-particle density matrix D instead of a wavefunction. The algebra is in atomic units. The operators a†_i and a_i create and annihilate an electron in spin orbital i, and angle brackets denote expectation values in an N-electron state.

The matrices D, Q (hole pairs) and G (electron-hole) have the form M_PR = ⟨O†_P O_R⟩. For R = (k,l), O_R is a_l a_k for D, a†_l a†_k for Q, and a†_l a_k for G. Thus D_{ij,kl} = ⟨a†_i a†_j a_l a_k⟩. D and Q are pair matrices with rows i<j and columns k<l, extended by antisymmetry in the index formulas; G has dimension r². The trace of D is T = N(N−1)/2.

The one-particle matrix γ_ik = ⟨a†_i a_k⟩, Q and G follow from D:

Σ_j D_{ij,kj} = (N−1) γ_ik.  (1)

G_{ij,kl} = δ_jl γ_ik − D_{il,kj}.  (3)

Q_{ij,kl} = δ_ik δ_jl − δ_il δ_jk
 − δ_jl γ_ki − δ_ik γ_lj + δ_il γ_kj + δ_jk γ_li
 + D_{kl,ij}.  (4)

Σ_j Q_{ij,kj} = (r−N−1)(δ_ik − γ_ki).  (5)

Every N-electron state has D, Q, G ⪰ 0 (positive semidefinite). D and Q together enforce the Pauli limits 0 ⪯ γ ⪯ 1.

For matrices of equal size, X•M = Σ_PR X_PR M_PR, which is not negative if both are Hermitian and positive semidefinite.

With a fixed closed core, the active-space Hamiltonian is a constant E_core, which includes the nuclear repulsion, plus

H = Σ_ik h_ik a†_i a_k + ½ Σ_ijkl ⟨ij|kl⟩ a†_i a†_j a_l a_k.

With ⟨ij||kl⟩ = ⟨ij|kl⟩ − ⟨ij|lk⟩, the expectation value of H is

E = K•D,

K_{ij,kl} = ⟨ij||kl⟩ + (h_ik δ_jl + h_jl δ_ik − h_il δ_jk − h_jk δ_il)/(N−1).  (8)

### 2.3 The lower bound

Let E_CI be the lowest eigenvalue of H among all N-electron states of the active space. Let E_DQG be the minimum of K•D over all Hermitian pair matrices with

Tr D = T,  D ⪰ 0,  Q(D) ⪰ 0,  G(D) ⪰ 0.  (9)

The minimum exists. The set is closed, it is bounded because a positive matrix of fixed trace has bounded elements, and it is not empty because every N-electron state supplies a member.

The CI ground state has a density matrix D_CI that satisfies (9), and K•D_CI = E_CI. A minimum over a set cannot exceed the value at one of its members, so

E_DQG ≤ E_CI.

An ordinary variational calculation restricts the wavefunction and gives an upper bound. Here the set of trial objects is too large, and the bound is from below. Removing a condition cannot make the set smaller, so

E_D ≤ E_DQ ≤ E_DQG ≤ E_CI.  (10)

The inequality holds for each fixed set of orbitals. If both sides are minimised over the orbitals as well, it survives: at the orbitals that are best for CI, the value of E_DQG is already no higher.

With the D condition alone, the minimum has a closed form. Write D as a sum of terms w_a m_a m_a† with normalised m_a, w_a ≥ 0 and Σ w_a = T. Each term contributes at least w_a λ_min(K). This value is attained when every m_a is the complex conjugate of the lowest eigenvector of K; for a real K the eigenvector can be chosen real and the conjugation has no effect. Hence

E_D = ½ N(N−1) λ_min(K).  (11)

If the lowest eigenvalue is not degenerate, all T pairs then occupy one two-electron function. If it is degenerate, mixtures of its eigenvectors reach the same minimum. For N = 2 equation (11) is exact. There T = 1, and each m_a defines a two-electron state, so D ⪰ 0 is sufficient and E_D = E_CI. For more electrons, nothing in (11) keeps the occupation of a spin orbital below one.

Three limits on the statement matter in use. E_CI is the lowest energy of any spin, since (9) contains no spin condition. The bound refers to CI in the same active space with the same core, not to full CI in the whole basis. Finally, it belongs to the true minimum. An iterative solver that stops early may return an energy on either side of it.

### 2.4 A certificate for the bound

A bound that does not rely on convergence comes from the dual problem. Write

D = D₀ + Σ_m y_m B_m,  D₀ = T·1/n,  n = r(r−1)/2,

where 1 is the unit matrix and the B_m are orthonormal, traceless Hermitian matrices. The trace condition then holds for every real vector y. Place the elements of D, Q and G in one list S(y) = b + Ay, where b comes from D₀. The energy is K•D = e₀ + c·y, with e₀ = K•D₀ and c_m = K•B_m.

For real orbitals and a Hamiltonian that conserves S_z, the B_m can be taken real and block-diagonal in S_z. Complex conjugation of D, or a rotation of the spin phases, maps an admissible D to another one of equal energy. The average over these operations is admissible too, because the set is convex, and it has the restricted form. The minimum is therefore unchanged. The formulas below are for this real case.

Suppose positive semidefinite matrices X_D, X_Q, X_G, collected in a list X, satisfy AᵀX = c. Define

L = e₀ − X•b.  (12)

For any y,

K•D − L = c·y + X•b = X•(Ay + b) = X•S(y).  (13)

If D is admissible, S(y) consists of positive matrices and the right-hand side is not negative. Therefore L ≤ E_DQG ≤ E_CI.

Equation (13) also has an operator meaning. Evaluated in N-electron states, it says that H − L and

Σ X_D,PR O†_P O_R + Σ X_Q,PR O†_P O_R + Σ X_G,PR O†_P O_R

have equal expectation values. With X real and block-diagonal in S_z, as in the program, both operators are real, symmetric and conserve S_z, so equality in all real S_z eigenstates makes them equal on the N-electron space. Splitting each X into terms x xᵀ turns the sum into terms B†B with B = Σ x_R O_R. The certificate thus displays H − L as a sum of squares, which cannot have a negative eigenvalue. The numerical check asserts this operator identity for each certificate.

A solver delivers X with a residual d = c − AᵀX. It can be removed. Add Σ_m d_m B_m to X_D. Since D itself depends on y through the orthonormal B_m, this adds d to AᵀX and makes the equality hold. The new X_D may have a lowest eigenvalue −s < 0. Adding s·1 restores positivity and leaves AᵀX unchanged, because every B_m is traceless. The added Σ d_m B_m does not change X•b, since D₀ is a multiple of the unit matrix. The shift raises X•b by s Tr D₀ = sT, so the whole repair lowers L by sT. An imprecise solution gives a weaker bound, but still a valid one, up to rounding error.

### 2.5 A feasible energy and the solver

To bracket E_DQG one also needs a D that satisfies (9). The matrix D₀ belongs to the equal mixture of all N-electron determinants and has D₀ = p·1 with p = N(N−1)/(r(r−1)). Its occupations are N/r. From (4), all eigenvalues of Q are

1 − 2N/r + p = (r−N)(r−N−1)/(r(r−1)).

From (3), the eigenvalues of G are N/r − p = N(r−N)/(r(r−1)), and one further eigenvalue N/r + (r−1)p = N²/r from the labels with i = j. All are positive, so D₀ lies strictly inside the admissible set.

Let μ > 0 be the smallest of these eigenvalues and those of D₀, and let λ < 0 be the smallest eigenvalue among the condition matrices of the solver's D. The mixture

(1−t)D + tD₀,  t = −λ/(μ−λ),

has condition matrices whose eigenvalues are at least (1−t)λ + tμ = 0. It is admissible, and its energy is an upper bound to E_DQG. This energy is not guaranteed to lie above E_CI, because the mixture need not come from a state; in the example of section 2.6 it lies below E_CI.

A simple solver alternates between y and a list Z of positive matrices, with a correction U and a penalty ρ > 0. Minimising c·y + ½ρ‖b + Ay − Z + U‖² over y gives

AᵀA y = Aᵀ(Z − b − U) − c/ρ.

AᵀA is invertible, because the D part of A alone contributes the unit matrix. Then diagonalise each block of b + Ay + U, put the part with positive eigenvalues in the new Z and the remainder in the new U. The dual estimate is X = −ρU, which is positive semidefinite by construction. At a fixed point Z = b + Ay, and the equation for y reduces to AᵀX = c. Moreover X•Z = 0, since Z and U occupy orthogonal eigenspaces, so by (13) the bracket closes. The program adds over-relaxation and adjusts ρ. Neither affects the validity of the repaired bound.

The largest matrix is G, with dimension r², so its dense diagonalisation costs of order r⁶ operations per iteration before symmetry is used. The equation for y has a separate cost. It has of order r⁴ unknowns, so applying a stored dense inverse of AᵀA, as the program does, takes of order r⁸ operations per iteration and dominates for large r.

### 2.6 Example: the π space of carbon monoxide

The example is CO at a chosen bond length of 1.40 angstrom, with RHF orbitals in the 6-31G basis. The active space holds four electrons in the two π orbitals and the two lowest π* orbitals. Thus N = 4, r = 8 and T = 4·3/2 = 6. There are 28 orbital pairs and 70 determinants, all of which enter the CI (the output label "all 70-type determinants" refers to these).

The CI energy is −3064.990 eV, or −112.63631 hartree. It lies 1.887 eV below the RHF energy, and this difference is called here the correlation energy within the active space, with the RHF determinant as the reference.

For the D condition alone, the lowest eigenvalue of K is −27.0394 eV. Equation (11) gives 6·(−27.0394) = −162.236 eV. Adding the core and nuclear energy of −2910.102 eV gives −3072.338 eV, which is 7.348 eV below CI.

The minimiser is not unique. H is invariant under spin rotations, under rotations about the bond axis and under reflections in planes that contain it. A γ invariant under these operations has every occupation four times (two π components, two spins), and since the occupations are not negative and add up to 4, none exceeds 1. The lowest eigenvector of K returned by the diagonaliser gives a largest spin-orbital occupation of 1.83, where the Pauli limit is 1. It is therefore not invariant, so the lowest eigenvalue of K is degenerate, and the numbers in this paragraph belong to this one eigenvector. The eigenvalue is threefold degenerate, with components M_S = +1, 0 and −1. Across this eigenspace the largest occupation runs from 0.93 (M_S = 0) to 1.85 (M_S = ±1), the lowest eigenvalue of Q from −0.85 to −1.00, and that of G from −1.85 to −3.71, so another diagonaliser may return other values in these ranges. By (5), the contraction of Q then has an eigenvalue (8−4−1)(1−1.83) = −2.49. This number is a sum of quadratic forms of Q in pair vectors whose squared norms add up to r−1 = 7, so Q must have an eigenvalue no higher than −2.49/7, about −0.356. The computed lowest eigenvalue is −0.975. G is also violated, with a lowest eigenvalue of −3.66. Averaging this D over the symmetry operations gives another minimiser of the same energy whose occupations obey the Pauli limit, so in this example the Pauli limits alone would not raise E_D. Every minimiser nevertheless violates the full Q condition, because the minimum with D and Q, given below, lies higher.

The optimised energies relative to CI are:

- D: −7.348 eV
- D and Q: −4.353 eV
- D, Q and G: −0.0466 eV

They follow the order in (10). Adding Q raises the bound by 3.00 eV, and adding G raises it by a further 4.31 eV. This split depends on the order: D and G alone give −0.058 eV, so Q added after G contributes only 0.011 eV. In this active space the Pauli limits on the occupations, which D and Q already enforce, are far from enough, and the electron-hole condition removes most of the remaining error.

The full DQG bound is −3065.037 eV, or −112.63803 hartree. Its bracket runs from −0.04659 to −0.04657 eV relative to CI. The upper end belongs to an admissible D and still lies below E_CI. By the variational principle no N-electron state can have that energy, so this D satisfies all three conditions and yet comes from no state. The gap is thus a property of the conditions and not of an unfinished optimisation. It amounts to 0.0466/1.887 = 2.5 percent of the active-space correlation energy, which DQG overestimates by this fraction.

A bound on the energy is not a bound on other properties. The π* orbitals hold 0.173 electrons in the CI state and 0.184 in the DQG solution, about 6 percent more relative to CI. Here the relaxed problem exaggerates the transfer out of the RHF determinant, for which this number is zero. All these values belong to the 6-31G orbitals and are not converged with the basis. With cc-pVDZ the active-space correlation energy is 1.69 eV, the DQG gap 0.039 eV (2.3 percent) and the π* populations 0.156 and 0.165; with cc-pVTZ they are 1.49 eV, 0.028 eV (1.9 percent), 0.140 and 0.146. The sign and rough size of the DQG error stay the same.

The restriction to the active space is visible too. A CISD calculation in the full orbital basis gives −3069.318 eV, which is 4.281 eV below the DQG bound. CISD is variational, so full CI in this basis lies at least as low. The DQG energy is therefore a lower bound to the 70-determinant problem and not to the energy of the molecule in the 6-31G basis. Correlation that involves the core and the omitted virtual orbitals is absent from both sides of the inequality, and tighter conditions on D within the same active space would not supply it.

Values computed for the example and the checks

```
CO bond length: 1.40 angstrom
active electrons N, spin orbitals r: 4, 8
N-electron determinants: 70; ordered pairs: 28
trace of D: 6.0
random state, largest error of gamma map: 1.1e-16
random state, largest error of Q map: 1.4e-16
random state, largest error of G map: 1.7e-16
random state, lowest eigenvalues of D, Q, G: 0.00114, 0.00160, 0.00108
core plus nuclear energy: -2910.1021 eV
RHF total energy: -3063.1036 eV
CI total energy, all 70-type determinants of the sector: -3064.9902 eV
CASCI total energy, separate code: -3064.9902 eV
CI total energy: -112.636314 hartree
CI minus RHF: -1.8867 eV
first excitation in the active space: 4.7645 eV
lowest eigenvalue of K: -27.0394 eV
D-only optimum from K, minus CI: -7.3481 eV
D: certified lower bound, total: -3072.3384 eV
D: lower bound minus CI: -7.34813 eV
D: feasible energy minus CI: -7.34813 eV
D: bracket width: 1.6e-06 eV; iterations: 400
D: operator error of certificate: 5.1e-14 eV
DQ: certified lower bound, total: -3069.3432 eV
DQ: lower bound minus CI: -4.35300 eV
DQ: feasible energy minus CI: -4.35300 eV
DQ: bracket width: 1.3e-06 eV; iterations: 200
DQ: operator error of certificate: 6.0e-14 eV
DQG: certified lower bound, total: -3065.0368 eV
DQG: lower bound minus CI: -0.04659 eV
DQG: feasible energy minus CI: -0.04657 eV
DQG: bracket width: 1.9e-05 eV; iterations: 4200
DQG: operator error of certificate: 9.9e-14 eV
DQG lower bound, total: -112.638026 hartree
D-only minimiser, lowest eigenvalue of Q: -0.9750
D-only minimiser, lowest eigenvalue of G: -3.6595
D-only minimiser, largest spin-orbital occupation: 1.8298
electrons in pi* orbitals, CI: 0.17289
electrons in pi* orbitals, DQG: 0.18364
CISD total energy, full basis: -3069.3179 eV
CISD minus DQG lower bound: -4.2810 eV
```
